# When ferroelectric voltage falls while charge rises in a resistor-driven Landau-Khalatnikov capacitor, part 2

A ferroelectric film is charged through a resistor \(R\) by a source \(V_s\). The question is when its voltage \(V\) falls while its charge rises. Current is positive when it carries positive charge onto the plate where \(V\) is measured.

The film is treated as one domain with polarization \(P\), thickness \(d\), area \(A\) and switching charge \(q=AP\). Its static Landau voltage, \(v=d\,(aP+bP^3)\), can be written
\[
v(q)=\frac{3\sqrt3}{2}V_c
\left[\left(\frac{q}{q_r}\right)^3-\frac{q}{q_r}\right],
\]
where \(q_r\) is the remanent charge. A prime means differentiation with respect to \(q\). The curve has its maximum \(V_c\) at \(-q_i\) and its minimum \(-V_c\) at \(q_i\), where \(q_i=q_r/\sqrt3\). Between them lies the negative-slope region, \(v'(q)<0\).

The viscosity \(\rho\) gives the film a viscous resistance \(r=\rho d/A\). The linear capacitance \(C_0=C_b+C_p\) is the film's background capacitance plus any external parallel capacitance. The total charge is \(Q=C_0V+q\). The supplied and polarization currents are
\[
i_R=\frac{V_s-V}{R},\qquad
i_P=\frac{dq}{dt}=\frac{V-v(q)}{r},
\]
and they obey
\[
C_0\frac{dV}{dt}=i_R-i_P.
\]
Equivalently,
\[
g=\frac{R}{R+r},\quad
W=\frac{rV_s+Rv(q)}{R+r},\quad
\tau=C_0\frac{Rr}{R+r},\quad
\tau\frac{dV}{dt}=W-V .
\]

A constant step \(V_s>0\) is applied at \(t=0\) to a film with \(q=-q_r\), \(V=0\). Then \(q\) and \(Q\) increase throughout, \(v(q)<V<V_s\) for \(t>0\), and \(V\) finally approaches \(V_s\). The voltage falls while \(V>W(q)\). For \(V_s>V_c\), \(q\) crosses the whole negative-slope region; for \(0<V_s\le V_c\) it does not enter it. The initial voltage slope is \(V_s/(RC_0)\), and
\[
\frac{d}{dt}\left(e^{t/\tau}\frac{dV}{dt}\right)
=\frac{g}{\tau}e^{t/\tau}v'(q)\frac{dq}{dt}.
\]

The example has \(R=1000\) Ω, \(r=50\) Ω, \(V_s=3\) V, \(V_c=1\) V, \(q_r=2\) nC, \(q_i=1.155\) nC, \(C_b=265.6\) pF and, at first, \(C_p=0\). Integration gives \(dQ/dV=-0.567\) nF at \(q=0\). Numerical equations use V, kΩ, mA, nC, nF and μs.

### One fall at most, and a criterion for it

Let \(F(t)=e^{t/\tau}dV/dt\), which has the same sign as the voltage slope. Take \(V_s>V_c\), and let \(t_-\) and \(t_+\) be the times at which \(q\) passes \(-q_i\) and \(q_i\). From its positive initial value, \(F\) increases until \(t_-\), decreases between \(t_-\) and \(t_+\), and increases afterwards.

If \(F(t_+)\ge0\), the voltage never falls. If \(F(t_+)<0\), then \(F\) has crossed zero once between \(t_-\) and \(t_+\). It must cross zero again later: otherwise \(V\) would keep falling and could not approach \(V_s\) from below. Because \(F\) increases after \(t_+\), there is just one such crossing. A fall therefore begins strictly inside the negative-slope region, ends strictly beyond it, and occurs at most once.

Since \(W(q_i)=(rV_s-RV_c)/(R+r)\), the question whether any fall occurs is settled at one instant:
\[
\boxed{V(t_+)>\frac{rV_s-RV_c}{R+r}}.
\]
Crossing the negative-slope region is necessary for a fall but not sufficient. For \(0<V_s\le V_c\) the region is not entered, \(F\) stays positive, and there is no fall. With \(V_s=0.9\) V in the example, none is found, and the last computed charge is \(-1.50\) nC, still below \(-q_i=-1.155\) nC.

The extrema also bound the drop. At an extremum \(dV/dt=0\), so \(V=W(q)\). The maximum lies at a charge above \(-q_i\) inside the region, where \(W<W(-q_i)\). The minimum lies above \(q_i\), where \(W>W(q_i)\). Subtraction gives
\[
V_{\max}-V_{\min}<W(-q_i)-W(q_i)=\frac{2RV_c}{R+r}.
\]

### The limit of small linear capacitance

For fixed positive \(R\) and \(r\), \(\tau\to0\) as \(C_0\to0\). After a short initial rise, \(V\) follows \(W(q)\). The falling interval becomes the negative-slope region, and the bound just found becomes the value of the drop:
\[
\Delta V_0=\frac{2RV_c}{R+r}.
\]
It approaches \(2V_c\) for \(R\gg r\) and vanishes as \(R\to0\), when the source fixes the film voltage. In the example,
\[
\Delta V_0=\frac{2\times1\times1}{1.05}=1.905\ \text{V}.
\]
A run with \(C_0=8.85\) pF gives 1.905 V. When \(R\) is reduced to equal \(r\), the formula gives 1.000 V, and the run agrees to about one part in \(10^4\).

In this limit the charge obeys \(dq/dt=(V_s-v)/(R+r)\), so the duration of the fall is
\[
T_0=(R+r)\int_{-q_i}^{q_i}\frac{dq}{V_s-v(q)}.
\]
For the example \(T_0=0.856\) μs. The differential capacitance follows from \(dV=g\,v'\,dq\):
\[
\frac{dQ}{dV}\to\frac{1}{g\,v'(q)}
=\left(1+\frac rR\right)\frac{1}{v'(q)}.
\]
At \(q=0\), \(v'=-1.299\) V/nC, and the result is \(-1.05/1.299=-0.808\) nF. The static Landau value \(1/v'\) would be \(-0.770\) nF. An implementation that extracts Landau coefficients from the transient must therefore account for the viscous voltage, either by subtracting it or by including \(r\,dq/dt\) in the fitted model.

### First corrections for finite capacitance

When \(\tau\) is short compared with the time over which \(W\) changes, the initial transient has died away before the fall. Then \(V=W-\tau\,dV/dt\) can be differentiated and iterated:
\[
\frac{dV}{dt}=\frac{dW}{dt}-\tau\frac{d^2W}{dt^2}+O(\tau^2).
\]
An extremum of \(V\) thus requires \(dW/dt=\tau\,d^2W/dt^2\) to this order. The two derivatives are
\[
\frac{dW}{dt}=g\,v'\frac{dq}{dt},\qquad
\frac{d^2W}{dt^2}=g\left[v''\left(\frac{dq}{dt}\right)^2
+v'\frac{d^2q}{dt^2}\right].
\]
Let the extremum be displaced in charge by \(\delta\) from the nearby point where \(v'=0\). There \(v'\simeq v''\delta\), and the last term, being already multiplied by \(\tau\), is of second order. What remains is \(v''\delta\,(dq/dt)=\tau v''(dq/dt)^2\). As \(v''\ne0\) at \(\pm q_i\),
\[
\delta\simeq\tau\frac{dq}{dt}.
\]
Using \(v=V_c\) at the onset and \(v=-V_c\) at the end,
\[
\delta_{\rm on}\simeq\tau\frac{V_s-V_c}{R+r},\qquad
\delta_{\rm end}\simeq\tau\frac{V_s+V_c}{R+r}.
\]
Both extrema are delayed by a time \(\tau\) to leading order. The displacement at the end is larger because the current there is larger.

The duration also changes, because the discharge of \(C_0\) speeds up the polarization. Insert \(V\simeq W-\tau g\,v'\,dq/dt\) into \(r\,dq/dt=V-v\). Since \(W-v=r(V_s-v)/(R+r)\) and \(\tau g/r=C_0g^2\),
\[
\frac{dq}{dt}\left(1+C_0g^2v'\right)\simeq\frac{V_s-v}{R+r}.
\]
The equal delays at the two ends cancel in the duration. Integrating \(dt=dq/(dq/dt)\) across the region gives
\[
T\simeq T_0+(R+r)C_0g^2
\int_{-q_i}^{q_i}\frac{v'(q)\,dq}{V_s-v(q)} .
\]
The remaining integral is \(-\ln(V_s-v)\) between the limits. Its lower limit has \(v=V_c\) and its upper limit \(v=-V_c\), so
\[
T\simeq T_0-\frac{R^2C_0}{R+r}
\ln\frac{V_s+V_c}{V_s-V_c}.
\]
These formulas are of first order in \(C_0\) at fixed \(R\) and \(r\). They require \(C_0g^2|v'|\) to be small, and also the displacements \(\delta_{\rm on}\) and \(\delta_{\rm end}\) to be small compared with \(q_i\). For \(R\ll r\) the second requirement can fail while the first is still well satisfied.

### The film with its own background capacitance

With \(C_0=C_b=265.6\) pF, \(\tau=12.65\) ns. The voltage maximum occurs at \(t=0.518\) μs with \(q=-1.131\) nC and \(V=1.095\) V. The minimum occurs at \(t=1.202\) μs with \(q=1.204\) nC and \(V=-0.807\) V. The drop is 1.901 V, about 0.2% below the limiting value.

The predicted displacements are
\[
0.01265\times\frac{2}{1.05}=0.0241\ \text{nC},\qquad
0.01265\times\frac{4}{1.05}=0.0482\ \text{nC}.
\]
The integrated values are 0.0238 and 0.0497 nC. The duration is more sensitive. Its first-order estimate is
\[
0.8559-\frac{0.2656}{1.05}\ln2=0.681\ \text{μs},
\]
against 0.684 μs from the integration. Use of \(T_0\) alone would overestimate the duration by 25% of the integrated value, although the limiting formula \(\Delta V_0\) is nearly right for the voltage drop.

During this fall the total charge increases by
\[
\Delta Q=(1.2044+1.1309)-0.2656\times1.9015
=1.830\ \text{nC}.
\]
The first bracket is the gain in switching charge; the second term is the charge released by the background capacitance. The same division explains the capacitance at \(q=0\). From \(dQ/dV=C_0+dq/dV\), the switching part is \(-0.5666-0.2656=-0.832\) nF. It would be \(-0.808\) nF if \(V\) equalled \(W(q)\); the remaining 3% is due to the delay of \(V\) behind \(W\).

### A large capacitor in parallel

Add \(C_p=100\) nF and keep \(R=1000\) Ω. The voltage now begins to fall at \(t=42.008\) μs and stops at 42.236 μs. In this interval \(q\) moves from \(-0.872\) to 2.281 nC, far beyond \(q_i\), while \(V\) falls by only 26.9 mV.

The size of the drop follows from charge balance. The supplied current averages 1.99 mA and acts for 0.227 μs (from the unrounded times), delivering 0.45 nC. The switching charge takes up 3.15 nC. The difference, 2.70 nC, comes from the linear capacitance:
\[
\Delta V\simeq\frac{2.70}{100.3}=0.0269\ \text{V}.
\]
The rapid switching can be seen by holding \(Q\) fixed, so that \(V=(Q-q)/C_0\). A small deviation \(\eta\) in \(q\) then obeys
\[
r\frac{d\eta}{dt}=-\left(\frac1{C_0}+v'\right)\eta .
\]
It grows when \(v'<0\) and \(C_0|v'|>1\). At \(q=0\) this requires \(C_0>0.770\) nF. The film's own background capacitance is below this threshold, and the added capacitor puts the circuit far above it. Once the fall has begun, the film switches at the rate \((V-v)/r\) with \(V\) nearly constant, and the resistor supplies only 0.45 of the 3.15 nC taken up.

Now reduce \(R\) to 10 Ω with the same capacitor. The negative-slope region is again crossed completely, yet no fall occurs. On leaving the region the film has \(V=1.414\) V, whereas the criterion requires more than
\[
\frac{0.05\times3-0.01\times1}{0.06}=2.333\ \text{V}.
\]
The currents show the reason. At that instant \(i_R=(3-1.414)/0.01=159\) mA, while \(i_P=(1.414+1)/0.05=48\) mA. Supply exceeds uptake, and the linear capacitance continues to charge.

### What a measured fall does not establish

The node equation \(C_0\,dV/dt=i_R-i_P\) does not depend on the Landau law. Replace that law by a general rate \(i_P=f(q,V)\), with \(V_s\) constant, and differentiate. At an extremum the terms containing \(dV/dt\) vanish, leaving
\[
C_0\frac{d^2V}{dt^2}=-\frac{\partial f}{\partial q}\frac{dq}{dt}.
\]
At a maximum with rising \(q\), the left side cannot be positive, so \(\partial f/\partial q\ge0\). The switching process must not slow down as it proceeds at fixed voltage. For the Landau law \(\partial f/\partial q=-v'/r\), and this becomes the requirement of a nonpositive static slope.

Growth of reversed domains can meet the same requirement. Let \(s=(q+q_r)/(2q_r)\) be the switched fraction and take the model law
\[
\frac{dq}{dt}=GV(\sigma+s)(1-s),
\]
with \(G=8\) mS and seed \(\sigma=0.02\). This is a charge-dependent conductance with no static voltage \(v(q)\), hence no Landau barrier. The law is only a sketch: its rate is linear in \(V\), whereas domain switching in real films depends far more steeply on voltage. The rate at fixed \(V\) grows until \(s=(1-\sigma)/2=0.49\).

With \(C_0=C_b\), \(R=1000\) Ω and \(V_s=3\) V, the voltage falls from 1.98 to 0.98 V while \(s\) increases from 0.047 to 0.537. A voltage fall with rising charge is therefore compatible with Landau switching but does not prove it. Identifying a Landau curve needs evidence beyond the sign of this transient.

### Use in a calculation

The pair \((V,q)\) is a convenient set of variables for integration. If \(Q\) and \(q\) are used instead, \(V=(Q-q)/C_0\) magnifies their numerical errors when \(C_0\) is small. The equation for \(V\) also sets a short time scale. At frozen \(q\), an explicit Euler step \(h\) multiplies the deviation \(V-W\) by \(1-h/\tau\), which is stable only for \(h<2\tau\), or 25 ns for the film alone. The coupled equations are stricter where \(v'>0\), because \(q\) relaxes as well: the two local decay rates then add up to \(1/\tau+v'/r\). At the final charge of the example, \(v'\) is about 5.9 V/nC and the faster rate about 195 μs\(^{-1}\), so the step must stay below about 10 ns. An implicit method such as backward Euler removes this stability limit, but the step must still resolve the switching. Where \(v'<0\) one mode grows. At \(q=0\) its rate is about 1.8 μs\(^{-1}\) for the film alone and about 26 μs\(^{-1}\) with \(C_p=100\) nF and \(R=1000\) Ω. In the second case the step should stay well below the inverse rate, about 40 ns. At longer steps the implicit equation can have several solutions, and the fall is distorted or missed.

The onset is best located as the zero of \(i_R-i_P\) at which this difference turns negative, and the end as the next zero. From measured data, \(i_R\) follows from \(V_s-V\), and its time integral gives the change in \(Q\). If the film leaks a current \(i_L\), that current stores no charge. The node equation then becomes \(C_0\,dV/dt=i_R-i_L-i_P\), and the condition is
\[
0<i_R-i_L<i_P.
\]
The proof of a single fall does not carry over without further work to a leaky film, a varying source or a film with several domains. The numerical output below lists the values for each case.

## Values computed for the example and the checks

```
film thickness: 10 nm
area: 10000 um^2
remanent polarization: 20 uC/cm^2
homogeneous coercive field: 1.0 MV/cm
background relative permittivity: 30
viscosity rho: 50 ohm m
Landau a: -1.2990e+09 V m/C
Landau b: 3.2476e+10 V m^5/C^3
series R: 1000 ohm; viscous r: 50 ohm
source Vs: 3.0 V; coercive voltage Vc: 1.00 V
remanent charge q_r: 2.000 nC; q_i: 1.1547 nC
background capacitance C_b: 265.6 pF
slope v'(0): -1.2990 V/nC
lag time tau: 12.65 ns
MAIN onset: t = 0.5180 us, q = -1.1309 nC, V = 1.0946 V
MAIN end: t = 1.2022 us, q = 1.2044 nC, V = -0.8068 V
MAIN voltage drop: 1.9015 V
MAIN duration of fall: 0.6842 us
MAIN total charge gained during fall: 1.8303 nC
MAIN at q=0: t = 0.9290 us, V = 0.2053 V, W = 0.1429 V
MAIN at q=0: i_R = 2.7947 mA, i_P = 4.1052 mA
MAIN at q=0: dV/dt = -4.9329 V/us
MAIN at q=0: dQ/dV = -0.5666 nF
LIMIT C0->0 voltage drop: 1.9048 V
LIMIT C0->0 duration: 0.8559 us
LIMIT C0->0 dQ/dV at q=0: -0.8083 nF
onset shift, simulated: 0.0238 nC
onset shift, first order: 0.0241 nC
end shift, simulated: 0.0497 nC
end shift, first order: 0.0482 nC
SMALL C0 = 8.85 pF: drop = 1.9048 V
SMALL C0: duration = 0.8500 us
SMALL C0, R = r: drop = 0.9999 V
LIMIT C0->0, R = r: drop = 1.0000 V
LOW source 0.9 V: falls found = 0
LOW source: final q = -1.5033 nC
added parallel capacitance: 100 nF
PARALLEL, R = 1000 ohm: onset t = 42.008 us
  onset q = -0.8722 nC, V = 1.0167 V
  end t = 42.236 us, q = 2.2805 nC, V = 0.9898 V
  drop = 26.93 mV
PARALLEL, R = 10 ohm: falls = 0
  V on leaving negative-slope region = 1.4137 V
  smallest W - V in that region = 0.9197 V
GROWTH law: G = 8 mS, seed = 0.02 (no unit)
GROWTH onset: V = 1.9825 V, switched fraction = 0.0473
GROWTH end: V = 0.9793 V, switched fraction = 0.5366
GROWTH drop: 1.0032 V; rate peaks at fraction 0.49
```
